# Why a long contact with an exponential interface doubles its ideality factor

## Definitions and conventions

A metal film covers a thin semiconductor layer over $0<x<L$, with width $W$. The metal is an equipotential. The layer has sheet resistance $R_s$, taken as constant at first. It is connected to the rest of the circuit at the edge $x=0$, and no lateral current flows in it at $x=L$.

The local forward voltage $V(x)$ is the metal potential minus the layer potential, as suits an n-type layer; for a p-type layer both signs reverse. $I(x)$ is the magnitude of the lateral current in the layer, which flows towards $x=0$. The edge values are $V_0=V(0)$ and $I=I(0)$, and the far-end voltage is $V_L=V(L)$. With $V_T=kT/q$, the current density through the interface is

$$J(V)=J_0\left(e^{V/nV_T}-1\right),$$

where $n$ is the ideality factor of the interface itself. The apparent ideality factor is the one read from the slope of the measured curve:

$$m=\frac{1}{V_T}\frac{dV_0}{d\ln I}.$$

I write $v=V/nV_T$ for the reduced local voltage, and $u$ and $v_L$ for its values at $x=0$ and $x=L$. The zero-bias transfer length is

$$L_T=\sqrt{\frac{nV_T}{J_0R_s}}.$$

The claim is that $m$ tends to $2n$ at high forward bias. It needs four conditions: the contact must be long compared with a length that shrinks with bias, the layer must remain thin compared with that same length, $V_0$ must be the voltage at the contact edge, and the bias must stay below flat band, where the barrier still controls $J$.

## The ladder equation and its first integral

The layer is a ladder of resistors, and each node is joined to the metal by a diode. Ohm's law in the layer and conservation of charge give

$$\frac{dV}{dx}=-\frac{R_sI}{W},\qquad \frac{dI}{dx}=-WJ(V).$$

Both signs are negative because voltage and lateral current are largest at the connected edge. Differentiating the first equation and inserting the second gives

$$V''=R_sJ(V).$$

Multiply by $V'$. The left side becomes $\frac{d}{dx}\left(\frac12V'^2\right)$, and the right side is the $x$-derivative of $R_s\int J\,dV$. Hence

$$\frac12V'^2-R_s\int_{V_L}^{V}J(s)\,ds=\text{constant}=0.$$

The constant vanishes because $V'=0$ at the far end, where $V=V_L$. At $x=0$, $V'^2=(R_sI/W)^2$, so

$$I^2=\frac{2W^2}{R_s}\int_{V_L}^{V_0}J(V)\,dV. \tag{1}$$

This is the origin of the doubling: the square of the current follows the integral of the interface law. The integral of an exponential keeps its exponent, and the square root halves it.

## Case 1: a contact much longer than $L_T$

Since $e^v-1\ge v$, the ladder equation gives $V''\ge V/L_T^2$. With zero slope at $x=L$, the voltage therefore grows towards the edge at least as fast as in the linear problem:

$$V_0\ge V_L\cosh(L/L_T).$$

Thus $V_L\to0$ when $L\gg L_T$. The integral in (1) is then

$$\int_0^{V_0}J\,dV=J_0\left[nV_T(e^u-1)-V_0\right]=nV_TJ_0(e^u-1-u),$$

and the current is

$$I=W\sqrt{\frac{2nV_TJ_0}{R_s}}\,\sqrt{e^u-1-u}.$$

To obtain the slope, take the logarithm and differentiate:

$$\frac{d\ln I}{du}=\frac12\,\frac{e^u-1}{e^u-1-u}.$$

Because $dV_0=nV_T\,du$,

$$m=2n\,\frac{e^u-1-u}{e^u-1}=2n\left[1-\frac{u}{e^u-1}\right]. \tag{2}$$

At large $u$ the subtracted term vanishes and $m\to2n$ from below. At small $u$, $e^u-1-u\simeq u^2/2$, so $I\simeq WV_0/(R_sL_T)$. This is the ohmic contact of the linear transmission-line model. There $m\simeq V_0/V_T$, which describes a straight line through the origin and says nothing about the diode.

A discrete ladder of 4000 cells, solved from Kirchhoff's laws with $n=1$ and $L=12L_T$, tests (2). At $u=1$ and 3 it gives $m=0.836$ and 1.686, as (2) does to these digits. At $u=6$ it gives 1.969 against 1.970. The finite cell size causes the last difference: it shrinks as the square of the cell size, and 32000 cells give 1.9702.

## What happens physically

At high bias, while $e^v\gg1$, the first integral of the long contact reads

$$v'=-\frac{\sqrt2}{L_T}e^{v/2}.$$

Therefore

$$\frac{d}{dx}e^{-v/2}=-\frac12v'e^{-v/2}=\frac{1}{\sqrt2L_T}.$$

Integrating from the edge gives $e^{-v/2}=e^{-u/2}(1+x/\ell)$, or

$$e^{v(x)}=\frac{e^u}{(1+x/\ell)^2},\qquad \ell=\sqrt2\,L_T\,e^{-u/2}. \tag{3}$$

The lateral current is proportional to $V'$, hence to $e^{v/2}$, so $I(x)=I/(1+x/\ell)$. Half the current has crossed the interface within the distance $\ell$, which I call the injection length. Integrating the interface density over the contact gives

$$I=WJ_0e^u\int_0^\infty\frac{dx}{(1+x/\ell)^2}=W\ell J_0e^u.$$

The contact thus carries the edge density over an effective length $\ell$. The density rises as $e^u$, but the lateral voltage drop squeezes the active strip as $e^{-u/2}$. Their product rises as $e^{u/2}$. The interface mechanism has not changed; the used area has.

## Case 2: a finite contact, from $n$ to $2n$

A rectifying contact can be much shorter than $L_T$. It then starts as a uniform diode and becomes long compared with $\ell$ as $\ell$ shrinks. For $e^{v_L}\gg1$ the $-1$ in $J$ can be dropped. With $y=L-x$, the first integral is

$$\frac{dv}{dy}=\frac{\sqrt2}{L_T}\sqrt{e^v-e^{v_L}}.$$

Set $e^v=e^{v_L}/\cos^2\varphi$. Then $dv=2\tan\varphi\,d\varphi$, and the square root equals $e^{v_L/2}\tan\varphi$. The tangents cancel:

$$\frac{d\varphi}{dy}=\frac{e^{v_L/2}}{\sqrt2L_T}.$$

So $\varphi$ grows linearly from zero at the far end to $\theta=Le^{v_L/2}/(\sqrt2L_T)$ at the edge. Since $e^{u/2}=e^{v_L/2}/\cos\theta$,

$$\frac{\theta}{\cos\theta}=\frac{L}{\ell}. \tag{4}$$

The edge slope is $dv/dy=2\tan\theta\,d\varphi/dy=(2\theta/L)\tan\theta$. Multiplying by $nV_TW/R_s$ gives the current:

$$I=\frac{2nV_TW}{R_sL}\,\theta\tan\theta.$$

For the ideality factor, both $u$ and $\ln I$ are differentiated with respect to $\theta$. From (4), $u=2\ln\theta-2\ln\cos\theta+\text{constant}$, so

$$\frac{du}{d\theta}=\frac2\theta+2\tan\theta,\qquad
\frac{d\ln I}{d\theta}=\frac1\theta+\frac1{\sin\theta\cos\theta}.$$

Multiply numerator and denominator of their ratio by $\theta\sin\theta\cos\theta$ and use $\sin^2\theta=1-\cos^2\theta$:

$$m=2n\left[1-\frac{\theta\cos^2\theta}{\theta+\sin\theta\cos\theta}\right]. \tag{5}$$

For $\ell\gg L$, $\theta\to0$, the fraction tends to $1/2$, and $m\to n$. For $\ell\ll L$, $\theta\to\pi/2$ and $m\to2n$. At $L=5.5\ell$, (4) gives $\theta\simeq1.33$ and (5) gives $m\simeq1.90n$, which is 5% below the plateau.

The uniform law $I=WLJ_0e^u$ and the crowded law $I=W\ell J_0e^u$ meet at $\ell=L$, that is, at

$$V_\times=2nV_T\ln\frac{\sqrt2L_T}{L}.$$

The far end also explains the change. From the definition of $\theta$, $e^{v_L}=2\theta^2L_T^2/L^2$. Since $\theta<\pi/2$, the far-end voltage cannot exceed $nV_T\ln(\pi^2L_T^2/2L^2)$ in this approximation. Further bias is dropped along the layer, and the far part of the contact stops taking more current.

## How large: a silicide contact on thin silicon

The example is nickel silicide on a 300 nm n-type silicon film over buried oxide at 300 K, with $n=1$. The rough typical parameters are a barrier of 0.65 eV, a Richardson constant of 110 A/cm²K², a doping of $10^{17}$ cm⁻³ and a mobility of 700 cm²/Vs. The contact measures 100 µm by 100 µm. Thermionic emission gives

$$J_0=110\times300^2\,e^{-0.65/0.025852}=1.19\times10^{-4}\ \text{A/cm}^2.$$

The undepleted part of the film at zero bias has $R_s=4067$ Ω per square, so

$$L_T=\sqrt{\frac{0.025852}{1.192\times10^{-4}\times4067}}\ \text{cm}=2.31\ \text{mm}.$$

The contact is 23 times shorter than $L_T$, yet it crowds strongly. The crossover lies at $V_\times=2\times25.85\ \text{mV}\times\ln32.7=0.180$ V, where the ladder gives $m=1.35$. Ladder results at other biases are:

| $V_0$ (V) | $I$ (mA) | $\ell$ (µm) | $V_L$ (V) | $m$ |
|---|---|---|---|---|
| 0.10 | 0.00054 | 472 | 0.099 | 1.01 |
| 0.20 | 0.0146 | 68 | 0.175 | 1.50 |
| 0.30 | 0.128 | 9.9 | 0.199 | 1.96 |
| 0.40 | 0.891 | 1.43 | 0.203 | 2.00 |

The column for $\ell$ is formula (3). From 0.25 V upwards, (5) agrees with the ladder to the three printed decimals. At 0.10 V it gives 1.029 against 1.006, because the $-1$ in the diode law still matters.

At 0.40 V the edge density is 625 A/cm². The strip picture gives $10^{-2}\times1.43\times10^{-4}\times625$ A $=0.89$ mA, as in the table. The ladder loses half its current within 1.425 µm. Between 0.30 and 0.40 V the far end gains about 4 mV while the edge gains 100 mV.

Two further ladder tests isolate the cause. With $R_s$ divided by $10^6$ and all else fixed, $m$ at 0.40 V falls to 1.003. With an interface of $n=1.3$ at 0.50 V, $m$ is 2.60. The sheet resistance produces the factor of two, and the factor multiplies whatever $n$ the interface has.

## When the sheet resistance depends on bias

Forward bias narrows the depletion region, from 81 nm at zero bias to 37 nm at 0.40 V, and so raises the sheet conductance $G(V)$. Now $I=-WG(V)V'$. Multiplying $dI/dx=-WJ$ by $I$ gives

$$I\frac{dI}{dx}=W^2G(V)J(V)\frac{dV}{dx}.$$

Integration from the far end, where $I=0$, yields

$$I^2=2W^2\int_{V_L}^{V_0}G(V)J(V)\,dV.$$

A first integral therefore survives. Along numerically integrated trajectories starting from $V_L=0.20$ V, it holds to a relative error of about $10^{-10}$, for both constant and bias-dependent $G$.

Image-force lowering of the barrier also weakens with forward bias, which gives the interface a local ideality factor above 1. At 0.40 V, taken separately, the depletion change multiplies the current by 1.09 and the image force by 0.80. With both included and $V_L\to0$, the interface has a local ideality factor of 1.068 and the contact 2.081. Their ratio is 1.95. These values use the depletion approximation, which is rough so close to flat band. Including the tail of mobile carriers changes them to about 1.08, 2.10 and 1.94.

The ratio falls below 2 for two reasons. The rise of $G$ with bias steepens the integrand. On a logarithmic scale, the interface law is also steeper just below $V_0$ than at $V_0$, which makes the integral smaller relative to its endpoint value. With these two effects alone, the contact still doubles the local ideality factor of its interface to within a few per cent.

## Comparison with real contacts

The parameters are ordinary for a rectifying contact on moderately doped silicon, but the millimetre transfer length is far from that of a good ohmic contact. Contacts to heavily doped silicon have transfer lengths of roughly a micrometre or less and a nearly linear interface law, so those much longer than their transfer length follow the ohmic limit of Case 1.

Among the effects estimated in this section, the resistance of a micrometre gap beside the contact changes the slope at 0.40 V most. Suppose an uncovered gap of length $g$ and sheet resistance $R_g$ lies between the contact and the sensing point. The measured voltage is $V_0+IR_gg/W$, and differentiation with respect to $\ln I$ adds

$$\Delta m=\frac{IR_gg}{WV_T}.$$

With $R_g=2972$ Ω per square, a 1 µm gap adds 0.02 at 0.20 V, 0.15 at 0.30 V and 1.02 at 0.40 V. The last value turns a plateau at 2 into an apparent 3.

The other estimates at 0.40 V are smaller or leave the slope nearly unchanged:

- **Vertical spreading.** In a film of resistivity $\rho$ and thickness $t$, the vertical current falls linearly from $J$ at the top to zero at the bottom. The top then differs from the mean potential by $\rho tJ/3=R_st^2J/3=0.4$ mV, or $0.016V_T$. This is small because the film is thin compared with $\ell$. For a 1 µm layer with the same $R_s$ and an equipotential feeding face, a two-dimensional solution gives $m\simeq2.15$ at this bias.
- **Metal resistance.** A silicide of 5 Ω per square, fed only at the far end $x=L$, drops about 4 mV and adds about 0.17 to $m$. A thick metal layer over the whole contact largely avoids this.
- **Tunnelling.** The exponential factor of thermionic-field emission alone gives the interface an ideality factor of 1.006, but the prefactor also depends on bias. A WKB integral over the parabolic barrier, without image force, gives about 1.05 for a tunnelling mass of 0.26 electron masses, and 1.03 to 1.06 for masses between 0.98 and 0.19. The effect on the size of the current is larger than on the slope: for the mass 0.26 the same integral exceeds pure thermionic emission by a factor of about 1.7 at 0.40 V and 2.7 at zero bias. The values of $J_0$, $L_T$, $V_\times$ and the tabulated currents are therefore those of the model and only rough for a real contact with this barrier.
- **Carrier supply.** If the velocity that supplies the barrier is capped at saturation, the emission velocity is 0.22 of it. In the combined emission and drift model this divides $J$ by about 1.22 and the crowded current by about $\sqrt{1.22}=1.10$. With the low-field mobility and no cap, the ratio is only 0.06 (mobility times surface field) to 0.07 (diffusion integral over the barrier), and both corrections are smaller. The value 110 A/cm²K² is usually quoted as an effective constant that already contains an average correction of this kind, so these numbers indicate only the size of the effect.
- **Lateral field.** At 362 V/cm, the drift velocity is 2.5% of saturation.
- **Heating.** One-dimensional heat flow through 400 nm of oxide, with the power density of the edge, gives 0.8 K, which would change $J$ by about 3%. This is an upper bound: the heated strip is shorter than the thermal spreading length in the silicon film, about 2 to 4 µm, and lateral conduction lowers the rise to about 0.1 K.

Barrier inhomogeneity and edge leakage are not included. Flat band lies at 0.504 V, so the plateau cannot be extended much beyond 0.40 V in this example.

## What to do about it

**Identify crowding by scaling.** Compare contacts of different $L$ at the same edge voltage and the same $W$. A uniform interface current with a true ideality factor of 2 grows in proportion to $L$. A crowded current $W\ell J$ does not depend on $L$ once $L\gg\ell$.

**Remove the access voltage.** Measure several gaps and extrapolate the voltage at fixed current to $g=0$. This requires the same $R_g$ in all gaps and an ohmic counter-electrode whose own voltage drop is subtracted. By (3), the edge slope of a crowded contact is $|v'(0)|=2/\ell$, so $I=2nV_TW/(R_s\ell)$ and the gap adds $\Delta m=2n(R_g/R_s)(g/\ell)$. Without the extrapolation, a plateau therefore needs a bias window in which $g\ll\ell\ll L$, for comparable $R_g$ and $R_s$.

**Do not extract the barrier from the crowded line with the full area.** Extrapolating $I=W\ell J_0e^u$ to $u=0$ and dividing by $WL$ gives $J_0\sqrt2L_T/L$. Here that is 32.7 times too large. Even if the correct $n$ is known, the inferred barrier is too low by $V_T\ln32.7=0.09$ V, giving 0.56 eV instead of 0.65 eV.

**Invert the first integral.** For constant $R_s$, differentiate (1) with respect to $V_0$ and neglect the far-end term:

$$J(V_0)\simeq\frac{R_s}{W^2}\,I\frac{dI}{dV_0}=\frac{R_sI^2}{W^2mV_T}. \tag{6}$$

This recovers the interface law without assuming that it is exponential. If the sheet resistance depends on bias, $R_s$ must be replaced by $1/G(V_0)$. In the example film with its changing depletion width, the zero-bias value would make $J$ about 20% too high at 0.40 V. For the constant-$R_s$ model, the check is direct. At 0.40 V,

$$J\simeq\frac{4067\times(8.91\times10^{-4})^2}{10^{-4}\times2.00\times0.02585}\ \text{A/cm}^2\simeq625\ \text{A/cm}^2,$$

which is the density put into the model.

The neglected term is $J(V_L)\,dV_L/dV_0$. In Case 2, $J(V_L)/J(V_0)=\cos^2\theta$. Since $dv_L/d\theta=2/\theta$, dividing by $du/d\theta$ gives $dV_L/dV_0=1/(1+\theta\tan\theta)$. Relative to the true density, (6) is therefore low by $\cos^2\theta/(1+\theta\tan\theta)$. This is about 2% at 0.25 V and 0.2% at 0.30 V. At low bias, where the contact is uniform, the correction tends to 100% and (6) fails; there $J=I/(WL)$ is the right reading. The numerical output below lists the main inputs and the remaining biases.

## Values computed for the example and the checks

```
temperature 300 K, VT = 25.852 mV
barrier 0.65 eV, Richardson 110 A/cm2K2
doping 1.0e+17 cm^-3, Nc 2.8e+19 cm^-3
mobility 700 cm2/Vs, film 300 nm
contact length 100 um, width 100 um
built-in voltage 0.504 V
depletion width at 0 V: 80.8 nm, at 0.40 V: 36.7 nm
J0 = 1.192e-04 A/cm2
sheet resistance under contact 4067 ohm/sq
zero-bias transfer length 2.310 mm
long contact: V0/VT, m ladder, m formula
  1  0.8360  0.8360
  3  1.6856  1.6856
  6  1.9687  1.9702
example: V0 (V), I ladder (mA), I closed form (mA),
  m ladder, m closed form, far voltage (V), inj. length (um)
  0.10 5.424e-04 5.540e-04 1.006 1.029 0.0989 472.18
  0.15 3.330e-03 3.340e-03 1.154 1.158 0.1435 179.53
  0.20 1.464e-02 1.465e-02 1.502 1.503 0.1751 68.26
  0.25 4.637e-02 4.637e-02 1.833 1.833 0.1915 25.95
  0.30 1.276e-01 1.276e-01 1.964 1.964 0.1987 9.87
  0.35 3.383e-01 3.383e-01 1.994 1.994 0.2017 3.75
  0.40 8.912e-01 8.911e-01 1.999 1.999 0.2029 1.43
crossover bias 0.180 V, m there 1.346
limit of far-end voltage 0.2036 V
half-current distance at 0.40 V: 1.425 um
edge current density 625 A/cm2
m with sheet resistance / 1e6: 1.003
m for interface n = 1.3 at 0.50 V: 2.597
first integral, worst relative error: constant sheet 1e-10, variable 1e-10
neglected effects, at 0.40 V unless stated:
  gap sheet resistance 2972 ohm/sq
  m added by 1 um gap at 0.20 V: 0.017
  m added by 1 um gap at 0.30 V: 0.147
  m added by 1 um gap at 0.40 V: 1.025
  current factor, depletion change: 1.087
  current factor, image force: 0.803
  both, 0.30 V: m contact 2.046, interface 1.040, ratio 1.968
  both, 0.40 V: m contact 2.081, interface 1.068, ratio 1.949
  vertical drop 0.41 mV = 0.016 VT
  tunnelling: E00 3.37 meV, ideality 1.0056
  emission / drift supply velocity 0.221
  lateral edge field 362 V/cm, drift / saturation velocity 0.025
  silicide / film sheet resistance 1.2e-03
  degeneracy N/(sqrt(8) Nc) 1.3e-03
  heating over 400 nm oxide: 0.81 K, J shift 3.1 %
```
